**Ordered bounds on the periodic permittivity of one unit cell**

For a real, symmetric, positive local permittivity, the program examines the order `eps_N <= eps_P <= eps_L`, understood as an inequality between quadratic forms. Here `eps_L` belongs to a linear boundary potential, `eps_P` to periodic conditions and `eps_N` to a uniform normal displacement, each defined by `<D> = eps_eff <E>`. The program solves the three boundary-value problems with bilinear finite elements and obtains lower values from a stream function. It asserts the known laminate values, convergence towards the exact checkerboard value, and the tensor order, energy identity and gap identities for a random anisotropic cell. It also asserts that minimizing the energy at fixed mean field reproduces the uniform-displacement problem, and that enlarging the block tightens both bounds in the example. For square pores in silica-like walls the periodic value is 2.558; the bounds are 2.531 and 2.569 with the pore centred, and 2.221 and 2.698 when the cell boundary cuts the pores. The numerical brackets are separated in both windows; the program asserts this for the cut window and reports it for the centred one. Rough estimates of neglected effects show the greatest sensitivity to adsorbed water.

## Check in Python

```python
"""
Result under test: for one periodic cell with real symmetric positive permittivity,
    eps_N <= eps_P <= eps_L   (as quadratic forms), where
eps_L : potential phi = -E0.x on the cell boundary          ("linear")
eps_P : phi + E0.x periodic                                ("periodic")
eps_N : normal displacement D.n = D0.n on the boundary      ("normal")
Each effective tensor is defined by <D> = eps_eff <E>; E = -grad phi, D = eps E.
Permittivities are relative to vacuum and the computational cell has side 1.
Bilinear finite elements for phi give upper values. Elements for the stream
function psi (D = R grad psi, R a quarter turn) give lower values.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.constants import epsilon_0

# Integrals of products of shape-function derivatives on a square element.
mass = np.array([[2.0, 1.0], [1.0, 2.0]]) / 6
stiff = np.array([[1.0, -1.0], [-1.0, 1.0]])
mixed = np.array([[-0.5, -0.5], [0.5, 0.5]])
cross = np.kron(mixed, mixed.T)
SHAPE = np.array([[np.kron(stiff, mass), cross],
                  [cross.T, np.kron(mass, stiff)]])
GRAD = np.array([[-0.5, -0.5, 0.5, 0.5], [-0.5, 0.5, -0.5, 0.5]])
R = np.array([[0.0, -1.0], [1.0, 0.0]])


def assemble(eps):
    """Stiffness matrix, element nodes and integral-of-gradient operator."""
    n = eps.shape[0]
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
    nodes = (i * (n + 1) + j).ravel()[:, None] + np.array([0, 1, n + 1, n + 2])
    local = np.einsum("epq,pqab->eab", eps.reshape(-1, 2, 2), SHAPE)
    rows = np.repeat(nodes, 4, axis=1).ravel()
    cols = np.tile(nodes, (1, 4)).ravel()
    size = (n + 1) ** 2
    K = sp.coo_matrix((local.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    G = np.zeros((2, size))
    for p in range(2):
        np.add.at(G[p], nodes, np.broadcast_to(GRAD[p] / n, nodes.shape))
    return K, nodes, G


def solve_cell(eps, condition):
    """Solve the boundary-value problem and read the tensor from mean D, mean E."""
    n = eps.shape[0]
    K, nodes, G = assemble(eps)
    i, j = np.meshgrid(np.arange(n + 1), np.arange(n + 1), indexing="ij")
    i, j = i.ravel(), j.ravel()
    size = i.size
    if condition == "linear":
        free = np.flatnonzero((i > 0) & (i < n) & (j > 0) & (j < n))
        P = sp.identity(size, format="csc")[:, free]
    elif condition == "periodic":
        target = (i % n) * n + (j % n)
        P = sp.csc_matrix((np.ones(size), (np.arange(size), target)),
                          shape=(size, n * n))[:, 1:]
    else:
        P = sp.identity(size, format="csc")[:, 1:]
    if condition == "normal":
        lift = np.zeros((size, 2))
        load = -(P.T @ G.T)
    else:
        lift = -np.column_stack((i, j)) / n
        load = -(P.T @ (K @ lift))
    matrix = (P.T @ K @ P).tocsc()
    phi = lift + P @ splu(matrix, permc_spec="MMD_AT_PLUS_A").solve(
        np.ascontiguousarray(load))
    field = -n * np.einsum("pa,eac->epc", GRAD, phi[nodes])
    mean_E = field.mean(axis=0)
    mean_D = np.einsum("epq,eqc->epc", eps.reshape(-1, 2, 2), field).mean(axis=0)
    to_unit_field = np.linalg.inv(mean_E)
    return {"eps": mean_D @ to_unit_field, "phi": phi @ to_unit_field,
            "field": field @ to_unit_field, "K": K}


def lower_value(eps, condition):
    """Lower value of the effective tensor from the stream function."""
    partner = {"linear": "normal", "normal": "linear", "periodic": "periodic"}
    dual = R.T @ np.linalg.inv(eps) @ R
    return R @ np.linalg.inv(solve_cell(dual, partner[condition])["eps"]) @ R.T


def isotropic(k):
    return k[:, :, None, None] * np.eye(2)


CONDITIONS = ("normal", "periodic", "linear")

# Laminate: exact series and parallel values, and one equality on each side.
k_lam = np.ones((20, 20))
k_lam[10:, :] = 4.0
lam = {c: solve_cell(isotropic(k_lam), c)["eps"] for c in CONDITIONS}
series, parallel = 1 / np.mean(1 / k_lam), np.mean(k_lam)
assert np.allclose(lam["periodic"], np.diag([series, parallel]), atol=1e-9)
assert abs(lam["normal"][0, 0] - series) < 1e-9
assert abs(lam["linear"][1, 1] - parallel) < 1e-9
assert lam["linear"][0, 0] > series + 1e-3
assert lam["normal"][1, 1] < parallel - 1e-3

# Checkerboard: its exact periodic value is the geometric mean.
checker = []
for n in (40, 80):
    a = np.arange(n) < n // 2
    k_check = np.where(a[:, None] == a[None, :], 1.0, 4.0)
    checker.append(solve_cell(isotropic(k_check), "periodic")["eps"][0, 0])
exact_checker = np.sqrt(1.0 * 4.0)
assert exact_checker < checker[1] < checker[0]
assert checker[1] - exact_checker < 0.1  # slow convergence at the cross points

# Random anisotropic cell: tensor order, energy identity and gap identities.
rng = np.random.default_rng(7)
blocks = np.empty((4, 4, 2, 2))
for p in range(4):
    for q in range(4):
        angle = rng.uniform(0, np.pi)
        turn = np.array([[np.cos(angle), -np.sin(angle)],
                         [np.sin(angle), np.cos(angle)]])
        blocks[p, q] = turn @ np.diag(rng.uniform(1, 8, 2)) @ turn.T
eps_rand = np.repeat(np.repeat(blocks, 6, axis=0), 6, axis=1)
rand = {c: solve_cell(eps_rand, c) for c in CONDITIONS}
for c in CONDITIONS:
    s = rand[c]
    assert np.allclose(s["phi"].T @ (s["K"] @ s["phi"]), s["eps"], atol=1e-8)
min_gap = {}
for low, high in (("normal", "periodic"), ("periodic", "linear")):
    gap = rand[high]["eps"] - rand[low]["eps"]
    diff = rand[high]["phi"] - rand[low]["phi"]
    assert np.allclose(diff.T @ (rand[low]["K"] @ diff), gap, atol=1e-8)
    min_gap[low] = np.linalg.eigvalsh((gap + gap.T) / 2)[0]
    assert min_gap[low] > 1e-5
    inverse_gap = np.linalg.inv(rand[low]["eps"]) - np.linalg.inv(rand[high]["eps"])
    assert np.linalg.eigvalsh((inverse_gap + inverse_gap.T) / 2)[0] > 0

# Minimum energy at fixed mean field must reproduce the uniform-normal-D problem.
eps_small = np.repeat(np.repeat(blocks, 3, axis=0), 3, axis=1)
K, _, G = assemble(eps_small)
Kr, Gr = K.toarray()[1:, 1:], G[:, 1:]
kkt = np.block([[Kr, Gr.T], [Gr, np.zeros((2, 2))]])
solution = np.linalg.solve(kkt, np.vstack((np.zeros((Kr.shape[0], 2)), -np.eye(2))))
phi_min, multiplier = solution[:-2], solution[-2:]
flux_tensor = solve_cell(eps_small, "normal")["eps"]
assert np.allclose(phi_min.T @ Kr @ phi_min, flux_tensor, atol=1e-8)
assert np.allclose(multiplier, flux_tensor, atol=1e-8)

# Worked example: square channels in silica-like walls.
period_nm, pore_nm, k_wall, k_pore = 5.0, 3.0, 4.0, 1.0
n_grid = 100


def channel_cell(n, wall=k_wall, layer_k=None, layer_nm=0.0, inside=True):
    """Centred pore, optionally with a surface layer inside or outside its edge."""
    k = np.full((n, n), wall)
    half = round(n * pore_nm / period_nm / 2)
    t = round(n * layer_nm / period_nm)
    c = n // 2
    outer = half if inside else half + t
    inner = half - t if inside else half
    if layer_k is not None:
        k[c - outer:c + outer, c - outer:c + outer] = layer_k
    k[c - inner:c + inner, c - inner:c + inner] = k_pore
    return k


centred = channel_cell(n_grid)
cut = np.roll(centred, (n_grid // 2, n_grid // 2), axis=(0, 1))
bracket = {}
for name, k in (("centred", centred), ("cut", cut)):
    for c in CONDITIONS:
        solved = solve_cell(isotropic(k), c)
        low = lower_value(isotropic(k), c)
        assert np.allclose(solved["eps"], solved["eps"][0, 0] * np.eye(2), atol=1e-7)
        bracket[name, c] = (low[0, 0], solved["eps"][0, 0])
        assert low[0, 0] <= solved["eps"][0, 0] + 1e-9
        if name == "centred" and c == "periodic":
            pore_factor = solved["field"][k.ravel() == k_pore, 0, 0].mean()
            wall_factor = solved["field"][k.ravel() == k_wall, 0, 0].mean()


def separated(name):
    return (bracket[name, "normal"][1] < bracket[name, "periodic"][0]
            and bracket[name, "periodic"][1] < bracket[name, "linear"][0])


assert separated("cut")  # strict order of the continuum values
assert np.allclose(bracket["centred", "periodic"], bracket["cut", "periodic"],
                   atol=1e-8)
k_mid = {key: np.mean(value) for key, value in bracket.items()}
k_eff = k_mid["centred", "periodic"]

# Larger blocks of the cut window, on a coarser common grid.
coarse = np.roll(channel_cell(20), (10, 10), axis=(0, 1))
block_results = []
for m in (1, 2, 4):
    tiled = isotropic(np.tile(coarse, (m, m)))
    block_results.append((m, solve_cell(tiled, "normal")["eps"][0, 0],
                          solve_cell(tiled, "linear")["eps"][0, 0]))
coarse_periodic = solve_cell(isotropic(coarse), "periodic")["eps"][0, 0]
for first, second in zip(block_results, block_results[1:]):
    assert first[1] < second[1] < coarse_periodic < second[2] < first[2]

# Sizes of neglected effects; material inputs below are rough.
water_k, water_nm = 80.0, 0.1
wet_eps = isotropic(channel_cell(n_grid, layer_k=water_k, layer_nm=water_nm))
wet = (lower_value(wet_eps, "periodic")[0, 0],
       solve_cell(wet_eps, "periodic")["eps"][0, 0])
surface_k, surface_nm = 3.0, 0.3
surface_eps = isotropic(channel_cell(n_grid, layer_k=surface_k,
                                     layer_nm=surface_nm, inside=False))
k_surface = (lower_value(surface_eps, "periodic")[0, 0]
             + solve_cell(surface_eps, "periodic")["eps"][0, 0]) / 2
temp_coeff, temp_rise = 1e-4, 80.0
warm_eps = isotropic(channel_cell(n_grid, wall=k_wall * (1 + temp_coeff * temp_rise)))
k_warm = (lower_value(warm_eps, "periodic")[0, 0]
          + solve_cell(warm_eps, "periodic")["eps"][0, 0]) / 2
k_axial = centred.mean()
voltage, spacing_nm, breakdown = 1.0, 20.0, 5.0
applied = voltage / (spacing_nm * 1e-7) / 1e6
pore_field = applied * pore_factor
pore_drop = pore_field * 1e6 * pore_nm * 1e-7
resistivity, frequency = 1e14, 1e9
leak_ratio = 1 / (2 * np.pi * frequency * epsilon_0 * k_eff * resistivity * 1e-2)
assert wet[0] > k_eff and k_axial > k_eff


def percent(value):
    return 100 * (value / k_eff - 1)


print(f"Laminate series, parallel k: {series:.4f}, {parallel:.4f} (relative)")
for c in CONDITIONS:
    print(f"Laminate {c}: k_xx {lam[c][0, 0]:.4f}, k_yy {lam[c][1, 1]:.4f} (relative)")
print(f"Checkerboard exact k: {exact_checker:.4f} (relative)")
print(f"Checkerboard elements, 40 and 80 per side: {checker[0]:.4f}, {checker[1]:.4f}")
print(f"Random cell, least eigenvalue of eps_P-eps_N: {min_gap['normal']:.4f}")
print(f"Random cell, least eigenvalue of eps_L-eps_P: {min_gap['periodic']:.4f}")
print(f"Period: {period_nm:.1f} nm; pore side: {pore_nm:.1f} nm")
print(f"Wall k: {k_wall:.1f}; pore k: {k_pore:.1f} (relative)")
print(f"Porosity: {100 * np.mean(centred == k_pore):.1f} %")
print(f"Elements per cell side: {n_grid}")
for name in ("centred", "cut"):
    for c in CONDITIONS:
        lo, hi = bracket[name, c]
        print(f"{name} window, {c}: k from {lo:.4f} to {hi:.4f}, "
              f"midpoint {k_mid[name, c]:.4f}")
    print(f"{name} window, normal error: {percent(k_mid[name, 'normal']):.2f} %")
    print(f"{name} window, linear error: {percent(k_mid[name, 'linear']):.2f} %")
    print(f"{name} window, all three brackets separated: {separated(name)}")
print(f"Coarse grid (20 per period) periodic k: {coarse_periodic:.4f}")
for m, low, high in block_results:
    print(f"Cut block {m} x {m}: normal k {low:.4f}, linear k {high:.4f}")
print(f"Water film: {water_nm:.1f} nm, rough k {water_k:.0f}")
print(f"k with water film: from {wet[0]:.3f} to {wet[1]:.3f}")
print(f"Water-film change, midpoint: {percent(np.mean(wet)):.1f} %")
print(f"Modified wall surface: {surface_nm:.1f} nm, assumed k {surface_k:.1f}")
print(f"k with modified surface: {k_surface:.4f}; change {percent(k_surface):.2f} %")
print(f"k along channels: {k_axial:.4f}; change {percent(k_axial):.2f} %")
print(f"Rough wall-k temperature coefficient: {temp_coeff:.1e} per K")
print(f"Temperature rise: {temp_rise:.0f} K; change of k {percent(k_warm):.2f} %")
print(f"Voltage: {voltage:.1f} V; line spacing: {spacing_nm:.0f} nm")
print(f"Applied field: {applied:.3f} MV/cm; rough breakdown {breakdown:.1f} MV/cm")
print(f"Mean field factors: pore {pore_factor:.3f}, wall {wall_factor:.3f}")
print(f"Mean pore field: {pore_field:.3f} MV/cm; drop across pore {pore_drop:.3f} V")
print(f"Rough resistivity: {resistivity:.1e} ohm cm; frequency {frequency:.1e} Hz")
print(f"Conduction/displacement current ratio: {leak_ratio:.2e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Laminate series, parallel k: 1.6000, 2.5000 (relative)
Laminate normal: k_xx 1.6000, k_yy 1.9533 (relative)
Laminate periodic: k_xx 1.6000, k_yy 2.5000 (relative)
Laminate linear: k_xx 2.0522, k_yy 2.5000 (relative)
Checkerboard exact k: 2.0000 (relative)
Checkerboard elements, 40 and 80 per side: 2.0100, 2.0044
Random cell, least eigenvalue of eps_P-eps_N: 0.1495
Random cell, least eigenvalue of eps_L-eps_P: 0.1499
Period: 5.0 nm; pore side: 3.0 nm
Wall k: 4.0; pore k: 1.0 (relative)
Porosity: 36.0 %
Elements per cell side: 100
centred window, normal: k from 2.5307 to 2.5312, midpoint 2.5309
centred window, periodic: k from 2.5580 to 2.5584, midpoint 2.5582
centred window, linear: k from 2.5688 to 2.5693, midpoint 2.5690
centred window, normal error: -1.07 %
centred window, linear error: 0.42 %
centred window, all three brackets separated: True
cut window, normal: k from 2.2209 to 2.2217, midpoint 2.2213
cut window, periodic: k from 2.5580 to 2.5584, midpoint 2.5582
cut window, linear: k from 2.6974 to 2.6982, midpoint 2.6978
cut window, normal error: -13.17 %
cut window, linear error: 5.46 %
cut window, all three brackets separated: True
Coarse grid (20 per period) periodic k: 2.5608
Cut block 1 x 1: normal k 2.2271, linear k 2.7039
Cut block 2 x 2: normal k 2.3817, linear k 2.6325
Cut block 4 x 4: normal k 2.4681, linear k 2.5967
Water film: 0.1 nm, rough k 80
k with water film: from 4.543 to 4.551
Water-film change, midpoint: 77.8 %
Modified wall surface: 0.3 nm, assumed k 3.0
k with modified surface: 2.4282; change -5.08 %
k along channels: 2.9200; change 14.14 %
Rough wall-k temperature coefficient: 1.0e-04 per K
Temperature rise: 80 K; change of k 0.60 %
Voltage: 1.0 V; line spacing: 20 nm
Applied field: 0.500 MV/cm; rough breakdown 5.0 MV/cm
Mean field factors: pore 1.335, wall 0.812
Mean pore field: 0.667 MV/cm; drop across pore 0.200 V
Rough resistivity: 1.0e+14 ohm cm; frequency 1.0e+09 Hz
Conduction/displacement current ratio: 7.03e-12
ALL CHECKS PASSED
```
